# Electron Debye screening of weak potentials in a plasma with fixed ions

**Q.** You say that a plasma hides a weak electric disturbance from its surroundings. Before I accept any law for that, tell me what is in your plasma and what disturbs it.

**A.** The undisturbed plasma is uniform. It holds \(n\) electrons per unit volume and \(n\) singly charged positive ions per unit volume. The ions are held fixed, an assumption we must examine later. The disturbance is an ideal thin sheet in the plane \(x=0\), deep in the bulk, kept at potential \(\phi_0\). Particles pass through it freely. I take \(e>0\), so an electron has charge \(-e\), and I set \(\phi=0\) far from the sheet.

The charge density off the sheet is \(\rho=e(n-n_e)\), with \(n_e\) the local electron density. Poisson's equation, \(\phi''=-\rho/\varepsilon_0\), becomes

\[
\phi''=\frac{e}{\varepsilon_0}\,(n_e-n).
\]

The prime means \(d/dx\). We need a second relation, which says how \(n_e\) follows \(\phi\).

**Q.** I expect you to write down a Boltzmann factor. Where does it come from?

**A.** From force balance, if the electrons have one temperature \(T_e\) and no net acceleration. The field is \(-\phi'\), so the electric force per unit volume on the electrons is \((-e n_e)(-\phi')=e n_e\phi'\). Their pressure is \(n_e kT_e\), which gives a force \(-kT_e n_e'\). The two must cancel:

\[
e n_e\phi'-kT_e n_e'=0
\quad\Rightarrow\quad
\frac{n_e'}{n_e}=\frac{e\phi'}{kT_e}.
\]

Integrate from the bulk, where \(n_e=n\) and \(\phi=0\):

\[
\ln\frac{n_e}{n}=\frac{e\phi}{kT_e}
\quad\Rightarrow\quad
n_e=n\,e^{e\phi/kT_e}.
\]

A negative potential repels electrons and lowers their density, as the sign requires.

**Q.** In a low-pressure discharge an electron travels centimetres between collisions. What right have you to a local pressure and a uniform temperature?

**A.** For a repelling potential we can do without collisions. Let the bulk electrons have a Maxwellian velocity distribution

\[
f(v)=n\sqrt{\frac{m}{2\pi kT_e}}\;e^{-mv^2/2kT_e},
\]

with \(m\) the electron mass and \(v\) the velocity along \(x\). In a steady potential, \(f\) is constant along an orbit and energy is conserved. An electron with velocity \(u\) at a place of potential \(\phi\) had bulk velocity \(v\) given by

\[
\tfrac12 mv^2=\tfrac12 mu^2-e\phi .
\]

If \(\phi<0\), the right side is positive for every \(u\). With a single potential hump for the electrons, each orbit then leads back to the bulk on one side or the other. The local distribution is therefore

\[
n\sqrt{\frac{m}{2\pi kT_e}}\;e^{-mu^2/2kT_e}\;e^{e\phi/kT_e},
\]

and integrating over \(u\) gives \(n_e=n\,e^{e\phi/kT_e}\) again.

**Q.** And if the sheet attracts electrons?

**A.** Then the right side is negative for slow electrons. They are trapped near the sheet, their orbits do not reach the bulk, and their number depends on how the potential was switched on. The Boltzmann relation then needs collisions or some other process that fills the trapped orbits correctly. I shall therefore use a negative sheet in the example.

**Q.** Very well. You now have a nonlinear equation, and an exponential in \(\phi\) is not yet an exponential in \(x\).

**A.** Put the density into Poisson's equation:

\[
\phi''=\frac{en}{\varepsilon_0}\left(e^{e\phi/kT_e}-1\right).
\]

Define \(\psi=e\phi/kT_e\), the potential energy measured against the thermal energy. For \(|\psi|\ll1\),

\[
e^{\psi}-1=\psi+\frac{\psi^2}{2}+\dots\approx\psi .
\]

The constant terms cancel because the bulk is neutral. What remains is

\[
\phi''=\frac{en}{\varepsilon_0}\,\frac{e\phi}{kT_e}
=\frac{\phi}{\lambda^2},
\qquad
\lambda=\sqrt{\frac{\varepsilon_0kT_e}{ne^2}} .
\]

Since \(\phi''\) is a potential divided by a length squared, \(\lambda\) must be a length. It is the electron Debye length.

**Q.** Your equation also has a growing solution.

**A.** It does. For \(x>0\) the general solution is

\[
\phi=A e^{-x/\lambda}+B e^{x/\lambda}.
\]

The potential must vanish far away, so \(B=0\). At the sheet \(\phi=\phi_0\), so \(A=\phi_0\). The other side is its mirror image, and together

\[
\phi(x)=\phi_0\,e^{-|x|/\lambda}.
\]

We can check that the disturbance is really screened. For \(x>0\) the field is \(E=-\phi'=(\phi_0/\lambda)e^{-x/\lambda}\), and on the other side it has the opposite sign. By Gauss's law the sheet carries charge per unit area

\[
\sigma=\varepsilon_0\left[E(0^+)-E(0^-)\right]=\frac{2\varepsilon_0\phi_0}{\lambda}.
\]

The plasma has \(\rho=-\varepsilon_0\phi''=-\varepsilon_0\phi/\lambda^2\). Its charge per unit area, counting both sides, is

\[
-\frac{2\varepsilon_0\phi_0}{\lambda^2}\int_0^\infty e^{-x/\lambda}dx
=-\frac{2\varepsilon_0\phi_0}{\lambda}=-\sigma .
\]

The plasma charge cancels the sheet charge. A negative sheet does this by driving electrons away and leaving ion charge uncovered.

**Q.** Why should hotter electrons screen less well?

**A.** A given potential changes their density by the fraction \(e\phi/kT_e\), which is smaller when \(T_e\) is larger. More distance is then needed to collect the same charge. A denser plasma supplies more charge per unit volume, so \(\lambda\) falls as \(n^{-1/2}\). As \(n\to0\) at fixed \(T_e\), \(\lambda\to\infty\) and screening disappears. The limit \(T_e\to0\) at fixed \(\phi_0\) is different: the formula sends \(\lambda\) to zero, but \(|\psi|\) grows and the linear equation fails first.

**Q.** Give me a size.

**A.** Take round parameters: \(n=10^{11}\ \mathrm{cm^{-3}}\), \(kT_e=3\ \mathrm{eV}\) and \(\phi_0=-0.30\ \mathrm V\). With \(kT_e/e=3\ \mathrm V\) and \(n=10^{17}\ \mathrm{m^{-3}}\),

\[
\lambda=\sqrt{\frac{(8.854\times10^{-12})(3)}{(10^{17})(1.602\times10^{-19})}}\ \mathrm m
=40.7\ \mathrm{\mu m}.
\]

The field at the sheet has magnitude \(|\phi_0|/\lambda=73.7\ \mathrm{V/cm}\). With \(T_e\) held fixed, the length is 129 µm at \(10^{10}\ \mathrm{cm^{-3}}\) and 12.9 µm at \(10^{12}\ \mathrm{cm^{-3}}\).

**Q.** But \(\psi_0=e\phi_0/kT_e=-0.30/3=-0.10\) is not infinitesimal. What did you lose by dropping \(\psi^2/2\)?

**A.** The plane case lets us find out. Measure distance by \(s=x/\lambda\), with \(s>0\). The full equation is \(d^2\psi/ds^2=e^\psi-1\). Multiply by \(d\psi/ds\), so that both sides become derivatives:

\[
\frac{d}{ds}\left[\frac12\left(\frac{d\psi}{ds}\right)^2\right]
=\frac{d}{ds}\left(e^\psi-\psi\right).
\]

Far away \(\psi\) and its slope vanish, which fixes the integration constant as \(-1\):

\[
\left(\frac{d\psi}{ds}\right)^2=2\left(e^\psi-1-\psi\right)
=\psi^2\left(1+\frac{\psi}{3}+\dots\right).
\]

The magnitude of \(\psi\) falls with distance, so we take the root

\[
\frac{d\psi}{ds}\approx-\psi\left(1+\frac{\psi}{6}\right).
\]

At the sheet, the linear field must therefore be multiplied by \(1+\psi_0/6=0.983\). A numerical solution of the full equation gives 0.9836.

For the profile, divide by \(\psi(1+\psi/6)\) and use \(1/(1+\psi/6)\approx1-\psi/6\):

\[
\left(\frac1\psi-\frac16\right)d\psi=-ds
\quad\Rightarrow\quad
\ln\frac{\psi}{\psi_0}-\frac{\psi-\psi_0}{6}=-s .
\]

Hence \(\psi=\psi_0e^{-s}\exp[(\psi-\psi_0)/6]\). In the small correction we may use \(\psi\approx\psi_0e^{-s}\), so to leading order

\[
\psi\approx\psi_0e^{-s}\left[1-\frac{\psi_0}{6}\left(1-e^{-s}\right)\right].
\]

At \(x=\lambda\) the bracket is \(1+0.0167\times0.632=1.0105\), and the full solution gives the same ratio. In volts, the linear law predicts \(-110.4\ \mathrm{mV}\) there and the full equation \(-111.5\ \mathrm{mV}\). Far out, where \(\psi\to0\), the factor tends to \(e^{-\psi_0/6}=1.017\). The tail keeps the decay length \(\lambda\) but has a slightly larger amplitude.

**Q.** Why larger?

**A.** For negative \(\psi\), \(|e^\psi-1|\) is smaller than \(|\psi|\). The true space charge at a given potential is weaker than the linear one, so the potential falls a little more slowly near the sheet.

**Q.** Then at a strongly negative electrode your law must fail badly.

**A.** It does. At \(\phi_0=-15\ \mathrm V\), with the same \(n\) and \(T_e\), we have \(\psi_0=-5\). The ratio of full to linear field at the sheet is

\[
\frac{\sqrt{2(e^{-5}-1+5)}}{5}=0.566 .
\]

The linear law would make \(n_e/n=1+\psi=-4\) there, which is impossible. The Boltzmann density merely approaches zero. In that limit \(e^\psi\) can be dropped near the sheet, leaving \(d^2\psi/ds^2=-1\): a uniform ion charge and a parabolic potential. If this layer is taken to end with zero potential and zero slope at \(s=d\), then \(|\psi|=(d-s)^2/2\), and its thickness is \(d=\sqrt{2|\psi_0|}\). For \(\psi_0=-5\) this estimate gives \(3.2\lambda\). The real layer has no sharp edge; farther out, once \(|\psi|\) has become small, the potential decays exponentially.

**Q.** A sheet is a special shape. Does a point charge also have an exponential potential?

**A.** Not a pure exponential. For a charge \(q\) at \(r=0\) the linear equation is \(\nabla^2\phi=\phi/\lambda^2\) at \(r>0\). With spherical symmetry,

\[
\nabla^2\phi=\frac1r\frac{d^2(r\phi)}{dr^2}.
\]

Set \(w=r\phi\) and multiply by \(r\): \(w''=w/\lambda^2\), now with primes for \(d/dr\). The decaying solution is \(w=Ce^{-r/\lambda}\). Close to the charge its own Coulomb potential must dominate, so \(C=q/4\pi\varepsilon_0\) and

\[
\phi(r)=\frac{q}{4\pi\varepsilon_0 r}\,e^{-r/\lambda}.
\]

The factor \(1/r\) is geometry, and the exponential is screening. The cloud has \(\rho=-\varepsilon_0\phi/\lambda^2\), so with \(t=r'/\lambda\) its charge within radius \(r\) is

\[
Q(r)=\int_0^r4\pi r'^2\rho\,dr'
=-q\int_0^{r/\lambda}te^{-t}dt
=-q\left[1-\left(1+\frac r\lambda\right)e^{-r/\lambda}\right].
\]

It tends to \(-q\). At one Debye length it has cancelled 26 % of the charge, and at three, 80 %. The Debye length is thus a decay scale, not the edge of a cloud.

**Q.** Near a point charge \(\phi\) diverges. So much for \(|\psi|\ll1\).

**A.** The linear step does fail there. For a charge of magnitude \(e\), the unscreened potential energy equals \(kT_e\) at \(r=e^2/(4\pi\varepsilon_0kT_e)=0.48\ \mathrm{nm}\), far below \(\lambda\). There is another limit at small distances: the mean particle spacing \(n^{-1/3}\) is 2.15 µm, so the smooth cloud is a statistical average, not a picture of one instant. A sphere of radius \(\lambda\) holds about \(2.8\times10^4\) electrons, which supports a mean-field description on the scale of \(\lambda\). The earlier warning about trapping also applies to a positive charge.

**Q.** Now the ions. A negative sheet pulls them in. You cannot hold them fixed by decree.

**A.** No, but we can find how long they stay nearly in place. Let them start at rest, with mass \(M\), small velocity \(v_i\) and density change \(\delta n_i\). Conservation of particles and Newton's law give

\[
\frac{\partial\delta n_i}{\partial t}=-n\frac{\partial v_i}{\partial x},
\qquad
M\frac{\partial v_i}{\partial t}=-e\frac{\partial\phi}{\partial x}.
\]

Differentiate the first in time and insert the second:

\[
\frac{\partial^2\delta n_i}{\partial t^2}
=\frac{ne}{M}\frac{\partial^2\phi}{\partial x^2}
=\frac{ne\phi}{M\lambda^2}.
\]

While the potential keeps its initial form, two time integrations give a factor \(t^2/2\). Also \(e\phi/(M\lambda^2)=\psi kT_e/(M\lambda^2)=\psi\omega_{pi}^2\), where \(\omega_{pi}=\sqrt{ne^2/(\varepsilon_0M)}\) is the ion plasma frequency. Hence, away from the sheet,

\[
\frac{\delta n_i}{n}=\psi\,\frac{(\omega_{pi}t)^2}{2}.
\]

The linear electron response is \(\delta n_e/n=\psi\), so the ion density change is the fraction \((\omega_{pi}t)^2/2\) of the electron density change. For a model ion of mass 40 u, \(1/\omega_{pi}=15.1\ \mathrm{ns}\). If we look 2.0 ns after switching on the sheet, \(\omega_{pi}t=0.132\) and the fraction is \(0.132^2/2=0.87\,\%\).

**Q.** The sign puzzles me. For \(\psi<0\) the ions become thinner, although they are attracted.

**A.** Ions closer to the sheet feel a stronger field and move ahead of those behind them, so the gaps widen. The ions collect around the plane of the sheet itself. At first, then, the ion motion reduces the positive space charge everywhere except close to that plane.

**Q.** If you look so soon, have the electrons had time to settle?

**A.** A thermal electron, with speed \(\sqrt{kT_e/m}\), crosses one Debye length in

\[
\frac{\lambda}{\sqrt{kT_e/m}}=\sqrt{\frac{\varepsilon_0m}{ne^2}}=\frac1{\omega_{pe}}=56.1\ \mathrm{ps}.
\]

Two nanoseconds is 35.7 such times. Following collisionless orbits in the linear profile, switched on suddenly and then held fixed, tests the Boltzmann relation. At \(x=\lambda\) the density change divided by the Boltzmann change is 1.0000 after 2 ns. At \(\omega_{pe}t=1\) it is \(-0.10\): the density has risen slightly instead of falling. Energy conservation explains the sign. Since \(f\) is constant along an orbit, electrons that started where the scaled potential was \(\psi_s\) arrive with the undisturbed Maxwellian value at their present velocity multiplied by \(e^{\psi-\psi_s}\). This factor exceeds one for electrons from nearer the sheet and is below one for those from farther out. The profile is steeper towards the sheet, so at this early time the first group outweighs the second.

For an attracting sheet of the same strength, the ratio after 2 ns is 0.745. This is a snapshot: the trapped electrons are still bouncing, so around this time the ratio swings between about 0.72 and 0.80, and it later settles near 0.77. Trapping therefore matters even for a weak potential. These orbits do not include the plasma oscillations that a sudden switch can excite, and such oscillations need not die out within 2 ns. For the steady profile to hold, the sheet must be switched on smoothly, over a time well above \(1/\omega_{pe}\). A smooth ramp short enough to fit inside 2 ns can still leave some ringing, which counts most a few Debye lengths out, where the steady profile is small.

Settling is not equally fast everywhere. Far from the sheet the field is weak and the Boltzmann change is tiny, so slow electrons need longer to establish it. A weaker sheet also needs more time. For the orbits in this fixed profile, 2 ns is enough for the first two or three Debye lengths, but not for the far tail.

Within that distance, the result belongs to a time window,

\[
\frac1{\omega_{pe}}\ll t\ll\frac1{\omega_{pi}} .
\]

**Q.** And if I wait much longer?

**A.** The answer then depends on what the ions do. Suppose they reach thermal equilibrium at temperature \(T_i\), with density \(n\,e^{-e\phi/kT_i}\). For potentials weak against both temperatures, the net electron excess is

\[
n_e-n_i\approx n\left(\frac{e\phi}{kT_e}+\frac{e\phi}{kT_i}\right),
\]

and Poisson's equation gives

\[
\frac1{\lambda_{\rm both}^2}=\frac{ne^2}{\varepsilon_0}\left(\frac1{kT_e}+\frac1{kT_i}\right).
\]

With an assumed \(kT_i=0.05\ \mathrm{eV}\) this length is 5.2 µm. The cold ions would dominate the screening. That number does not describe the potential near our sheet at late times, because \(e|\phi_0|/kT_i=6\) is not small. With such equilibrium ions it would hold only farther out, where \(e|\phi|\) has fallen well below \(kT_i\).

**Q.** Real discharge electrons need not be Maxwellian. What is \(T_e\) then?

**A.** Screening needs a particular average. Let the bulk distribution be isotropic and depend on kinetic energy \(\mathcal E\) through \(F(\mathcal E)\). The number of states per unit energy is proportional to \(\sqrt{\mathcal E}\). By energy conservation, in a repelling potential,

\[
n_e=K\int_0^\infty F(\mathcal E-e\phi)\sqrt{\mathcal E}\,d\mathcal E ,
\]

where \(K\) is a constant. Differentiate with respect to \(e\phi\), set \(\phi=0\), and integrate by parts. The end terms vanish, leaving

\[
\frac{dn_e}{d(e\phi)}=-K\int_0^\infty F'\sqrt{\mathcal E}\,d\mathcal E
=K\int_0^\infty\frac{F}{2\sqrt{\mathcal E}}\,d\mathcal E
=n\left\langle\frac1{2\mathcal E}\right\rangle .
\]

The temperature in \(\lambda\) is thus replaced by \(T_s\), with \(1/kT_s=\langle1/2\mathcal E\rangle\). A Maxwellian has \(\langle1/\mathcal E\rangle=2/kT_e\), so \(T_s=T_e\). Slow electrons carry the most weight.

A Druyvesteyn distribution, \(F\propto e^{-(\mathcal E/b)^2}\), has fewer of them. With \(b\) chosen to keep the mean energy at \(\tfrac32kT_e=4.5\ \mathrm{eV}\), it gives \(kT_s=4.11\ \mathrm{eV}\) and a screening length of 47.7 µm. At the same density and mean energy, that is 17 % longer than the Maxwellian value.

**Q.** Then how much of this survives in an etching reactor?

**A.** The chosen density and electron temperature lie in the rough range of low-pressure inductively coupled etching plasmas: about \(10^{10}\) to \(10^{12}\ \mathrm{cm^{-3}}\) and a few eV. The model gas, at 5 mTorr and 300 K, has density \(1.61\times10^{14}\ \mathrm{cm^{-3}}\). With an assumed collision cross-section of \(10^{-15}\ \mathrm{cm^2}\), the electron mean free path is 6.2 cm, so collisions within 40.7 µm are rare. The electron distribution can matter more, as the 17 % change shows.

The assumption most plainly broken at a real electrode or wafer is that of fixed ions. Under steady bias they have ample time to move, and they flow to the surface. The surface also absorbs particles and is commonly several \(kT_e/e\) negative of the plasma, so the linear step fails too. Our example avoids these effects by combining a transparent sheet, a weak potential and an early viewing time. For a wall sheath, \(\lambda\) remains a useful unit of length, but its profile requires the ion flow and the full electron density. The numerical output below collects the values for this example.

## Table of computed values

```
Bulk density n: 1.0e+11 cm^-3
Electron temperature Te: 3.00 eV
Electron temperature Te: 34814 K
Sheet potential phi0: -0.30 V
psi0 = e phi0/kTe: -0.100 (no unit)
Ion mass: 40 u
Viewing time: 2.0 ns
Debye length, formula: 40.72 um
Debye length, full Poisson, weak: 40.72 um
Debye length at 1e+10 cm^-3, same Te: 128.76 um
Debye length at 1e+12 cm^-3, same Te: 12.88 um
Linear field size at sheet: 73.7 V/cm
x = 1 lam: linear -110.36 mV, full -111.53 mV
x = 2 lam: linear -40.60 mV, full -41.19 mV
x = 3 lam: linear -14.94 mV, full -15.17 mV
Full/linear field at sheet: 0.9836
Full/linear potential at x = lam: 1.0105
Full/linear potential at x = 5 lam: 1.0167
Full/linear sheet field at -15 V: 0.566
Point charge screened within 0.5 lam: 9.0 %
Point charge screened within 1.0 lam: 26.4 %
Point charge screened within 3.0 lam: 80.1 %
1/omega_pe: 56.1 ps
1/omega_pi: 15.14 ns
omega_pe t at viewing time: 35.7
omega_pi t at viewing time: 0.132
Orbit density change / Boltzmann change, at x = lam:
  repelling sheet, viewing time: 1.0000
  repelling sheet, omega_pe t = 1: -0.102
  attracting sheet, viewing time: 0.745
Ion/electron response at viewing: 0.87 %
Assumed ion temperature, late limit: 0.05 eV
Late weak-potential length: 5.21 um
Druyvesteyn screening temperature: 4.11 eV
Druyvesteyn screening length: 47.67 um
Druyvesteyn/Maxwellian length: 1.171
Gas pressure: 5.0 mTorr
Gas temperature: 300 K
Gas density: 1.61e+14 cm^-3
Assumed collision cross-section: 1e-15 cm^2
Electron mean free path: 6.2 cm
Electrons in sphere of radius lam: 2.83e+04
Mean particle spacing n^(-1/3): 2.15 um
Radius where e phi = kTe, charge e: 0.48 nm
```
